# Octahedral ligand combinations and the eighteen-electron count in M(CO)6

Take a metal atom at the origin with a single valence orbital $s$, and place six identical ligand orbitals $\sigma_i$ around it at the vertices of an octahedron. Each $\sigma_i$ points at the metal, and all six have the same coupling $\langle s|H|\sigma_i\rangle=\beta$. Although there are six ligands, the metal orbital meets one ligand combination,

$$\phi=\frac{1}{\sqrt6}\sum_{i=1}^{6}\sigma_i,\qquad \langle s|H|\phi\rangle=\frac{6\beta}{\sqrt6}=\sqrt6\,\beta .$$

A combination $\sum_i c_i\sigma_i$ orthogonal to $\phi$ has $\sum_i c_i=0$, so its coupling $\beta\sum_i c_i$ vanishes. The seven-orbital problem is thus a two-level problem and five spectators. With $\epsilon_s=-0.20$, $\epsilon_\sigma=-0.50$ and $\beta=0.06$ hartree, its levels are

$$E=\frac{\epsilon_s+\epsilon_\sigma}{2}\pm\sqrt{\left(\frac{\epsilon_s-\epsilon_\sigma}{2}\right)^2+6\beta^2}=-0.35\pm0.21,$$

that is, $-0.56$ and $-0.14$ hartree. One bonding orbital has appeared below the ligand level and one antibonding orbital above the metal level. The hexacarbonyl M(CO)$_6$ repeats this pattern with more metal orbitals.

The metal now has nine valence orbitals: one $s$, three $p$ and five $d$. Each CO brings a filled $\sigma$ lone pair on carbon, two filled $\pi$ orbitals and two empty $\pi^*$ orbitals. The ligands lie at unit directions $\mathbf n_i=\pm x,\pm y,\pm z$, and $\sigma_{-z}$, for example, is the lone pair at $-z$. The symbol $\pi_{i,a}$ denotes the orbital on ligand $i$ whose positive lobe on carbon points along the Cartesian direction $+a$, perpendicular to $\mathbf n_i$. The $\pi$ and $\pi^*$ sets have the same symmetry and are combined in the same way.

To find which symmetries occur, count characters in the group $O_h$ of 48 operations. A $\sigma$ orbital contributes 1 if its site stays in place and 0 if it moves. The pair of $\pi$ orbitals on a fixed site contributes the trace of the operation in the plane perpendicular to $\mathbf n_i$. A $C_4$ rotation fixes two sites and turns their planes by $90^\circ$, with trace 0. A $C_2$ rotation about the same axis turns them by $180^\circ$, with trace $-2$ each. A reflection $\sigma_h$ fixes four sites and a reflection $\sigma_d$ fixes two; each leaves one perpendicular direction alone and reverses the other, with trace 0. The remaining classes, apart from the identity, fix no site. Hence, with class sizes in front:

| | $E$ | $6C_4$ | $3C_2$ | $3\sigma_h$ | $6\sigma_d$ |
|---|---|---|---|---|---|
| $\sigma$ | 6 | 2 | 2 | 4 | 2 |
| $\pi$ | 12 | 0 | $-4$ | 0 | 0 |
| $A_{1g}$ | 1 | 1 | 1 | 1 | 1 |
| $E_g$ | 2 | 0 | 2 | 2 | 0 |
| $T_{1u}$ | 3 | 1 | $-1$ | 1 | 1 |

The lower rows are the traces of the operations on $s$, on $(z^2,x^2-y^2)$ and on $(x,y,z)$. The multiplicity of a representation $\Gamma$ is $n_\Gamma=\frac1{48}\sum_g\chi_\Gamma(g)\chi(g)$, so for the $\sigma$ set

$$n_{A_{1g}}=\frac{6+12+6+12+12}{48}=1,\qquad n_{E_g}=\frac{12+0+12+24+0}{48}=1,$$

$$n_{T_{1u}}=\frac{18+12-6+12+12}{48}=1 .$$

The dimensions $1+2+3$ use up all six orbitals. For the $\pi$ set two classes contribute, and

$$n_\Gamma=\frac{12\chi_\Gamma(E)-3\cdot4\,\chi_\Gamma(C_2)}{48}=\frac{\chi_\Gamma(E)-\chi_\Gamma(C_2)}{4}.$$

The four representations $T_{1g},T_{2g},T_{1u},T_{2u}$ have $\chi(E)=3$ and $\chi(C_2)=-1$, so each occurs once and together they fill the twelve dimensions:

$$\Gamma_\sigma=A_{1g}+E_g+T_{1u},\qquad \Gamma_\pi=T_{1g}+T_{2g}+T_{1u}+T_{2u}.$$

The combinations themselves follow from evaluating functions at the vertices. Let $\psi_f=\sum_i f(\mathbf n_i)\sigma_i$. An operation $g$ carries $\sigma_i$ to the orbital at $g\mathbf n_i$. Renaming that site $j$ gives

$$g\psi_f=\sum_j f(g^{-1}\mathbf n_j)\,\sigma_j=\psi_{gf},$$

so $\psi_f$ transforms as the function $f$ does. Constant, linear and quadratic functions then give, after normalization,

$$a_{1g}=\frac{1}{\sqrt6}\sum_i\sigma_i,\qquad t_{1u,z}=\frac{\sigma_z-\sigma_{-z}}{\sqrt2},$$

$$e_{g,z^2}=\frac{2\sigma_z+2\sigma_{-z}-\sigma_x-\sigma_{-x}-\sigma_y-\sigma_{-y}}{\sqrt{12}},$$

$$e_{g,x^2-y^2}=\frac{\sigma_x+\sigma_{-x}-\sigma_y-\sigma_{-y}}{2},$$

with the other two $t_{1u}$ members obtained by renaming axes. The functions $xy$, $yz$ and $zx$ vanish at every vertex. This is why the metal $t_{2g}$ orbitals have no $\sigma$ partner.

For the $\pi$ orbitals the coefficients come from a vector field $\mathbf v(\mathbf r)$: the coefficient of $\pi_{i,a}$ is the component $v_a(\mathbf n_i)$, for $a$ perpendicular to $\mathbf n_i$. The argument is the same, except that $g$ also rotates the vector. The field $\nabla(xy)=(y,x,0)$, the rotation about $z$ with field $(-y,x,0)$, the uniform field along $z$, and $\nabla[z(x^2-y^2)]$ give one member of each set:

$$t_{2g,xy}=\tfrac12(\pi_{x,y}-\pi_{-x,y}+\pi_{y,x}-\pi_{-y,x}),$$

$$t_{1g,z}=\tfrac12(\pi_{x,y}-\pi_{-x,y}-\pi_{y,x}+\pi_{-y,x}),$$

$$t_{1u,z}=\tfrac12(\pi_{x,z}+\pi_{-x,z}+\pi_{y,z}+\pi_{-y,z}),$$

$$t_{2u}=\tfrac12(\pi_{x,z}+\pi_{-x,z}-\pi_{y,z}-\pi_{-y,z}).$$

In $t_{2g,xy}$ the ligand lobes match the signs of the four lobes of $d_{xy}$; in $t_{1g,z}$ two of the four ligands match and two oppose, so the net coupling cancels. All these combinations, with their partners, were tested against the 48 operations.

Next come the coupling strengths. I use a one-electron model with an orthonormal basis, couplings between metal and ligands alone, and axial symmetry of each M–CO bond. For a ligand on the $z$ axis, axial symmetry lets $\sigma$ couple to $s$, $p_z$ and $d_{z^2}$, and $\pi_{z,x}$ to $p_x$ and $d_{zx}$. The corresponding pair couplings are $\beta_{s\sigma},\beta_{p\sigma},\beta_{d\sigma}$ and $\beta_{p\pi},\beta_{d\pi}$, with $\beta_{p\pi^*},\beta_{d\pi^*}$ for the empty set.

For a ligand in direction $\mathbf n$, a $d$ orbital must be resolved into $d$ orbitals referred to that bond. Write the angular functions with a common norm as $(3z^2-r^2)/2$, $\frac{\sqrt3}{2}(x^2-y^2)$, $\sqrt3xy$, $\sqrt3yz$ and $\sqrt3zx$. At the point $\mathbf n$, the local function $(3z'^2-r^2)/2$ equals 1 and the other four vanish, so $f(\mathbf n)$ is the amount of $d_{z'^2}$ in $f$. Along a tangent $\mathbf t$, the function $\sqrt3\,t'z'$ has slope $\sqrt3$ at $\mathbf n$ and the other four have slope zero. Therefore

$$\langle f|H|\sigma_{\mathbf n}\rangle=\beta_{d\sigma}f(\mathbf n),\qquad \langle f|H|\pi_{\mathbf n,\mathbf t}\rangle=\beta_{d\pi}\,\frac{\mathbf t\cdot\nabla f(\mathbf n)}{\sqrt3}.$$

For a $p$ orbital along $a$ the two factors are $n_a$ and $t_a$.

The couplings of a metal orbital to the ligands are thus proportional to the coefficients of its own symmetry combination. With $c_i=f(\mathbf n_i)/\sqrt{\sum_jf(\mathbf n_j)^2}$, the total coupling is

$$\beta\sum_i f(\mathbf n_i)c_i=\beta\sqrt{\sum_i f(\mathbf n_i)^2}.$$

For $d_{z^2}$ the sum is $1+1+4\cdot\frac14=3$, and for $d_{x^2-y^2}$ it is $4\cdot\frac34=3$. For $d_{xy}$ the field $\nabla f/\sqrt3=(y,x,0)$ has unit tangential length at four ligands, which gives $\sqrt4=2$. The group couplings are

$$V_{a_{1g}}=\sqrt6\,\beta_{s\sigma},\quad V_{t_{1u}}^{\sigma}=\sqrt2\,\beta_{p\sigma},\quad V_{e_g}=\sqrt3\,\beta_{d\sigma},\quad V_{t_{1u}}^{\pi}=2\beta_{p\pi},\quad V_{t_{2g}}^{\pi}=2\beta_{d\pi}.$$

The $\pi^*$ couplings carry the same factor 2. Ligand combinations orthogonal to these do not couple, and this includes $t_{1g}$ and $t_{2u}$. The fields belonging to $d_{z^2}$ and $d_{x^2-y^2}$ are radial at the vertices, so $e_g$ has no $\pi$ coupling. Overlaps of Gaussian orbitals, integrated numerically in space, gave the ratios 2.4495, 1.4142, 1.7321, 2.0000 and 2.0000 in the order above.

Direct coupling between ligands is omitted. An equal coupling $\tau$ between neighbouring $\sigma$ orbitals would shift the $a_{1g}$, $t_{1u}$ and $e_g$ combinations by $4\tau$, $0$ and $-2\tau$ without altering their form: at $+z$, for instance, the four neighbours have amplitudes summing to 4, 0 and $-2$ times the amplitude at $+z$ in $a_{1g}$, $t_{1u,z}$ and $e_{g,z^2}$.

Every coupled block now has one metal level $\epsilon_M$ attached to a few ligand levels $\epsilon_l$. With amplitudes $a$ and $b_l$, the eigenvalue equations are

$$(E-\epsilon_M)a=\sum_lV_lb_l,\qquad (E-\epsilon_l)b_l=V_la .$$

Solving the second for $b_l$ and inserting it in the first gives

$$F(E)\equiv E-\epsilon_M-\sum_l\frac{V_l^2}{E-\epsilon_l}=0 .$$

Squares of couplings appear, so the signs of the $\beta$ do not affect the levels. The derivative $F'(E)=1+\sum_lV_l^2/(E-\epsilon_l)^2$ is positive. For nonzero couplings and distinct $\epsilon_l$, $F$ rises from $-\infty$ to $+\infty$ in each interval bounded by ligand levels, and so has one root there. This yields a counting rule: the number of roots below a chosen energy $E_0$ is the number of ligand levels below $E_0$, plus one if $F(E_0)>0$.

Choose $E_0=\epsilon_d$, the energy of an electron in an uncoupled metal $d$ orbital, and assume $\epsilon_\pi<\epsilon_\sigma<\epsilon_d$ with $\epsilon_{\pi^*}$, $\epsilon_s$ and $\epsilon_p$ above $\epsilon_d$. Then

$$F_{a_{1g}}(\epsilon_d)=\epsilon_d-\epsilon_s-\frac{6\beta_{s\sigma}^2}{\epsilon_d-\epsilon_\sigma}<0,\qquad F_{e_g}(\epsilon_d)=-\frac{3\beta_{d\sigma}^2}{\epsilon_d-\epsilon_\sigma}<0 .$$

Each of these blocks has one level below $\epsilon_d$. For $t_{2g}$,

$$F_{t_{2g}}(\epsilon_d)=\frac{4\beta_{d\pi^*}^2}{\epsilon_{\pi^*}-\epsilon_d}-\frac{4\beta_{d\pi}^2}{\epsilon_d-\epsilon_\pi},$$

which is positive if

$$\frac{\beta_{d\pi^*}^2}{\epsilon_{\pi^*}-\epsilon_d}>\frac{\beta_{d\pi}^2}{\epsilon_d-\epsilon_\pi}.$$

This first condition says that acceptance by $\pi^*$ outweighs donation from $\pi$. The block then has two levels below $\epsilon_d$: one from the ligand $\pi$ orbitals and one from the metal. The $t_{1u}$ block has the two ligand levels $\pi$ and $\sigma$ below $\epsilon_d$, and no third one if $F_{t_{1u}}(\epsilon_d)<0$, that is, if

$$\epsilon_p-\epsilon_d+\frac{2\beta_{p\sigma}^2}{\epsilon_d-\epsilon_\sigma}+\frac{4\beta_{p\pi}^2}{\epsilon_d-\epsilon_\pi}>\frac{4\beta_{p\pi^*}^2}{\epsilon_{\pi^*}-\epsilon_d}.$$

This second condition prevents the $p$–$\pi^*$ interaction from pushing an extra set below $\epsilon_d$. Including degeneracy and the uncoupled $t_{1g}$ and $t_{2u}$ sets, the number of orbitals below $\epsilon_d$ is

$$\underbrace{1}_{a_{1g}}+\underbrace{2}_{e_g}+\underbrace{6}_{t_{1u}}+\underbrace{6}_{t_{2g}}+\underbrace{3}_{t_{1g}}+\underbrace{3}_{t_{2u}}=21 .$$

They can be sorted by origin. Multiply all couplings by $\lambda$ and let $\lambda$ grow from 0 to 1. The coupling terms in $F(\epsilon_d)$ grow as $\lambda^2$, so under the two conditions none of the signs changes for $0<\lambda\le1$, and no level crosses $\epsilon_d$ on the way. The 21 orbitals therefore descend from twelve ligand $\pi$ orbitals, six ligand $\sigma$ orbitals and three metal $t_{2g}$ orbitals. They hold 42 electrons. Setting aside the 24 that CO already had in its $\pi$ orbitals leaves

$$N=2\,(1+3+2)+2\cdot3=12+6=18 .$$

The first term is the six $\sigma$-bonding orbitals $a_{1g}+t_{1u}+e_g$, each shared by the metal and two or more ligands; the second is the filled $t_{2g}$ set. For a metal of group number $G$ and a complex of charge $q$, the count is $N=G-q+12$. A neutral group-6 metal, a group-5 metal in an anion with $q=-1$ and a group-7 metal in a cation with $q=+1$ all reach 18.

Back-bonding adds neither orbitals nor electrons to this sum. The three $t_{2g}$ orbitals exist without it, and the six electrons that fill them are already in the count. What it changes is the energy of filling them. To see this, compare the complex with separated levels, in which the $N-12$ metal electrons sit at $\epsilon_d$:

$$B(N)=24\epsilon_\pi+12\epsilon_\sigma+(N-12)\epsilon_d-\sum_{\rm occ}E,\qquad B(N+1)-B(N)=\epsilon_d-E_{\rm next}.$$

Here $E_{\rm next}$ is the level that takes the added electron. While it lies below $\epsilon_d$, $B$ rises; once the 21 orbitals are full, it lies above and $B$ falls. Under the two conditions the maximum is at $N=18$. Without $d$–$\pi$ coupling, $t_{2g}$ stays at $\epsilon_d$ and $B$ is flat from 12 to 18. With donation alone, $t_{2g}$ lies above $\epsilon_d$ and the maximum moves to 12. The optimum at eighteen is thus a property of $\pi$-acceptor ligands in this model, not of octahedral symmetry.

For numbers, take round model parameters that stand for no particular metal. In hartree, $\epsilon_s=-0.20$, $\epsilon_p=-0.10$, $\epsilon_d=-0.35$, $\epsilon_\sigma=-0.50$, $\epsilon_\pi=-0.60$ and $\epsilon_{\pi^*}=-0.15$. The couplings are $\beta_{s\sigma}=0.06$, $\beta_{p\sigma}=\beta_{d\sigma}=0.08$, $\beta_{p\pi}=\beta_{d\pi}=\beta_{p\pi^*}=0.03$ and $\beta_{d\pi^*}=0.05$. The first condition reads $0.0025/0.20=0.0125>0.0009/0.25=0.0036$, and the second $0.250+0.085+0.014=0.350>0.018$, up to rounding. Both hold.

The $e_g$ block has two levels,

$$E=-0.425\pm\sqrt{0.075^2+3(0.08)^2}=-0.425\pm0.158,$$

or $-0.583$ and $-0.267$ hartree. The middle $t_{2g}$ root is $-0.3777$, as substitution confirms:

$$E-\epsilon_d=\frac{0.0036}{0.2223}-\frac{0.0100}{0.2277}=0.0162-0.0439=-0.0277 .$$

Leading-order perturbation theory keeps $E=\epsilon_d$ in the denominators and gives $0.0144-0.0500=-0.0356$, too large in size by about 28% of the model's value. The true root lies farther from $\pi^*$ and closer to $\pi$ than $\epsilon_d$ does, and both changes weaken the lowering. The gap from the filled $t_{2g}$ set to the empty $e_g^*$ set is $0.110$ hartree, or 3.00 eV. With these parameters $e_g^*$ is the lowest empty level, but the two conditions do not require it. In density-functional calculations on Cr(CO)$_6$ the lowest empty levels are CO $\pi^*$ combinations, with $t_{1u}$ first and $e_g^*$ higher, so statements below about the nineteenth electron refer to this parameter set.

From $b_l=V_la/(E-\epsilon_l)$, the weights in the filled $t_{2g}$ level relative to the metal are $0.0036/0.2223^2=0.073$ for $\pi$ and $0.0100/0.2277^2=0.193$ for $\pi^*$. Dividing by their sum with 1 gives 79% metal $d$, 6% $\pi$ and 15% $\pi^*$. Six electrons in this level place about $6\times0.152=0.91$ electron in $\pi^*$, out of 0.94 found there in total. In the other direction, $\sigma$ donation puts 1.05 electrons into the metal $e_g$ orbitals. All metal orbitals together hold $0.29+0.46+1.05+5.08=6.88$ electrons, against six on a neutral group-6 atom. The levels here do not respond to charge, so this excess should not be read as a prediction for a real carbonyl.

The interaction energy shows what back-bonding does to the count (hartree):

| $N$ | 12 | 17 | 18 | 19 |
|---|---|---|---|---|
| with back-bonding | 0.760 | 0.898 | 0.926 | 0.843 |
| no $d$–$\pi$ coupling | 0.671 | 0.671 | 0.671 | 0.588 |
| $\pi$ donation only | 0.753 | 0.684 | 0.671 | 0.588 |

In the first row, going from 18 to 17 lowers $B$ by $0.028$ hartree, the depth of $t_{2g}$ below $\epsilon_d$. Going from 18 to 19 lowers it by $0.083$, the height of $e_g^*$ above $\epsilon_d$. These are changes in $B$, measured against an electron at $\epsilon_d$, not ionization energies or electron affinities. With these parameters the optimum is therefore lopsided: a seventeen-electron complex loses less than a nineteen-electron one. Stronger back-bonding can reverse the order. With $\beta_{d\pi^*}=0.10$ hartree and the rest unchanged, the losses are 0.106 hartree at 17 and 0.083 at 19.

The rows agree or differ at $N=18$ for a reason that can be traced. The levels of a block sum to its uncoupled energies, because the trace of a matrix is the sum of its eigenvalues. With donation alone and these parameters, the raised $t_{2g}$ set ($-0.336$) is still the lowest level above $\epsilon_d$, so both the $\pi$ and the metal $t_{2g}$ level are full at $N=18$, their shifts cancel and $B$ equals its value without $d$–$\pi$ coupling. With $\pi^*$ present, the third $t_{2g}$ level is empty, and its rise from $-0.15$ to $-0.1075$ equals the combined lowering of the two filled ones. Each filled level holds six electrons, so the total gain is $6\times0.0425=0.255$ hartree, which is the difference $0.926-0.671$.

The conditions mark where the result fails. Raising $\beta_{d\pi}$ with the other parameters fixed cancels the back-bonding at $0.05\sqrt{0.25/0.20}=0.0559$ hartree; just beyond that, 18 orbitals instead of 21 lie below $\epsilon_d$. Raising $\beta_{p\pi^*}$ past $0.132$ hartree brings the number to 24. Diagonalizing the full 39-orbital matrix 1% to either side of each limit confirmed both changes.

Electron repulsion sets a further limit that the model does not contain. If pairing electrons in $t_{2g}$ costs more than promoting them across the gap to $e_g^*$, the closed shell $t_{2g}^6$ is not the ground state, even at $N=18$. The count then still describes the number of electrons, but no longer a filled bonding set. The numerical output below lists the characters, the combinations, the levels for the round parameters and the tabulated energies.

## Table of computed values

```
class: size | sigma, pi | A1g, Eg, T1g, T2g, T1u, T2u (characters)
E: 1 | 6 12 | 1 2 3 3 3 3
C3: 8 | 0 0 | 1 -1 0 0 0 0
C2': 6 | 0 0 | 1 0 -1 1 -1 1
C4: 6 | 2 0 | 1 0 1 -1 1 -1
C2: 3 | 2 -4 | 1 2 -1 -1 -1 -1
i: 1 | 0 0 | 1 2 3 3 -3 -3
S4: 6 | 0 0 | 1 0 1 -1 -1 1
S6: 8 | 0 0 | 1 -1 0 0 0 0
sigma_h: 3 | 4 0 | 1 2 -1 -1 1 1
sigma_d: 6 | 2 0 | 1 0 -1 1 1 -1
sigma multiplicities: {'A1g': 1, 'Eg': 1, 'T1g': 0, 'T2g': 0, 'T1u': 1, 'T2u': 0}
pi multiplicities: {'A1g': 0, 'Eg': 0, 'T1g': 1, 'T2g': 1, 'T1u': 1, 'T2u': 1}
sigma a1g: +0.4082(+x) +0.4082(-x) +0.4082(+y) +0.4082(-y) +0.4082(+z) +0.4082(-z)
sigma t1u z: +0.7071(+z) -0.7071(-z)
sigma eg z2: -0.2887(+x) -0.2887(-x) -0.2887(+y) -0.2887(-y) +0.5774(+z) +0.5774(-z)
sigma eg x2-y2: +0.5000(+x) +0.5000(-x) -0.5000(+y) -0.5000(-y)
pi t2g xy (site,direction): +0.5000(+x,y) -0.5000(-x,y) +0.5000(+y,x) -0.5000(-y,x)
pi t1g z: +0.5000(+x,y) -0.5000(-x,y) -0.5000(+y,x) +0.5000(-y,x)
pi t1u z: +0.5000(+x,z) +0.5000(-x,z) +0.5000(+y,z) +0.5000(-y,z)
pi t2u z(x2-y2): +0.5000(+x,z) +0.5000(-x,z) -0.5000(+y,z) -0.5000(-y,z)
group/pair overlap ratios: s-sigma a1g 2.4495, p-sigma t1u 1.4142, d-sigma eg 1.7321, p-pi t1u 2.0000, d-pi t2g 2.0000
orbital energies (hartree): {'s': -0.2, 'p': -0.1, 'd': -0.35, 'sigma': -0.5, 'pi': -0.6, 'pistar': -0.15}
pair couplings (hartree): {'s_sigma': 0.06, 'p_sigma': 0.08, 'd_sigma': 0.08, 'p_pi': 0.03, 'd_pi': 0.03, 'p_pistar': 0.03, 'd_pistar': 0.05}
a1g levels (hartree): -0.5600, -0.1400
eg levels (hartree): -0.5826, -0.2674
t1u levels (hartree): -0.6094, -0.5274, -0.1784, -0.0348
t2g levels (hartree): -0.6148, -0.3777, -0.1075
t1g levels (hartree): -0.6000, -0.1500
t2u levels (hartree): -0.6000, -0.1500
orbitals below eps_d: 21; electrons: 42; without 24 ligand pi electrons: 18
gap t2g to eg*: 0.1103 hartree = 3.00 eV
filled t2g weights: metal d 0.7901, pi 0.0576, pi* 0.1524
metal populations (electrons): s 0.286, p 0.459, d(eg) 1.048, d(t2g) 5.084
all pi* orbitals together: 0.940 electrons
B(N) in hartree, N = 12, 16, 17, 18, 19, 20, 22:
with back-bonding: 0.7595, 0.8704, 0.8981, 0.9258, 0.8433, 0.7607, 0.5956
  its t2g level: -0.3777 hartree
no d-pi coupling: 0.6707, 0.6707, 0.6707, 0.6707, 0.5882, 0.5056, 0.3405
  its t2g level: -0.3500 hartree
pi donation only: 0.7526, 0.6980, 0.6844, 0.6707, 0.5882, 0.5056, 0.3405
  its t2g level: -0.3363 hartree
d-pi donation coupling that cancels back-bonding: 0.0559 hartree
p-pi* coupling that pulls a t1u set below eps_d: 0.1322 hartree
```
